**Regularized ⟨1/r³⟩ in hydrogenic states and the Salpeter recoil coefficient \(a_n\)**

For a Schrödinger–Coulomb state with radial function \(R\) and nuclear charge \(Z\) (atomic units), define \(\langle P\rangle=\lim_{\epsilon\to0}[\int_\epsilon^\infty R^2r^{-1}dr+R(0)^2(\gamma+\ln Z\epsilon)]\) and \(a_n=(n^3/2Z^3)\langle P\rangle-3\delta_{l0}\), where the \(-3\) is a convention. The result is \(a_n=1/[l(l+1)(2l+1)]\) for \(l>0\) and \(a_n=-2[\ln(2/n)+H_n+1-1/(2n)]\) for S states, with \(H_n\) the harmonic number. The program asserts in exact algebra the radial equation for integer and real angular momentum, the moments \(\langle r^{-2}\rangle\) and \(\langle r^{-3}\rangle\), the value and cusp of \(R^2\) at the origin, and the Laguerre integrals that give the S-state finite part. It asserts by quadrature the cut-off definition and its remainder \(2ZR(0)^2\epsilon\), the Fourier transform \(4\pi(1-\ln q)\) at \(Z=1\), a momentum-space evaluation with the density form factor, and the shift caused by using \(\ln\epsilon\); it also asserts the large-\(n\) expansion of \(a_n\). The output is for hydrogen-like phosphorus with a rough nuclear mass \(M\) of 31 u and lists \(\langle P\rangle\) in Å⁻³, \(a_n\), and the energy term \(E_a=-\tfrac73Ka_n/n^3\) with \(K=\alpha^3Z^5E_h/(\pi M)=4.523\times10^{-5}\) eV for six states. It gives \(a_1=-4.386294\) and \(a_2=-4.5\) for S states, and the convention-free combination \(8E_a(2S)-E_a(1S)=1.20\times10^{-5}\) eV.

## Numerical check

```python
# Regularized <1/r^3> in hydrogenic states and the Salpeter recoil coefficient a_n.
# Atomic units; Z nuclear charge, R = R_nl radial function, H_n harmonic number.
#   <P> = lim_{eps->0} [ int_eps^inf R^2/r dr + R(0)^2 (gamma + ln(Z eps)) ]
#   a_n = n^3/(2 Z^3) <P> - 3 delta_{l0}        (the -3 is the standard convention)
# Results under test:
#   l>0: <P> = 2 Z^3/(n^3 l(l+1)(2l+1)),  a_n = 1/(l(l+1)(2l+1))
#   l=0: <P> = 4 Z^3/n^3 [ln(n/2) - H_n + 1/2 + 1/(2n)],
#        a_n = -2 [ln(2/n) + H_n + 1 - 1/(2n)]
# Example: energy term E_a = -(7/3) K a_n/n^3, K = alpha^3 Z^5 E_h/(pi M), for P14+.
from functools import lru_cache
import sympy as sp
import mpmath as mp
from sympy.physics.hydrogen import R_nl
from scipy import constants as sc

mp.mp.dps = 20
r, x, q, lam = sp.symbols('r x q lam', positive=True)
Q = sp.Rational
to_mp = lambda c: mp.mpf(int(c.p)) / int(c.q)
H = lambda n: sum((Q(1, k) for k in range(1, n + 1)), Q(0))

@lru_cache(None)
def density(n, l, Z):
    """R^2 = sum_k c_k r^k exp(-a r); radial equation and norm are checked."""
    kap = Q(Z, n)
    p = sp.expand(R_nl(n, l, r, Z) * sp.exp(kap * r))
    w = r * p
    upp = sp.diff(w, r, 2) - 2 * kap * sp.diff(w, r) + kap**2 * w
    res = -upp / 2 + (Q(l * (l + 1), 2) / r**2 - Z / r + kap**2 / 2) * w
    assert sp.expand(res) == 0
    c = sp.Poly(sp.expand(p**2), r).all_coeffs()[::-1]
    a = 2 * kap
    assert sum(ck * sp.factorial(k + 2) / a**(k + 3) for k, ck in enumerate(c)) == 1
    return c, a

def moment(n, l, Z, s, kmin=0):
    """exact <r^s>, using powers k >= kmin of the density polynomial"""
    c, a = density(n, l, Z)
    return sum(ck * sp.factorial(k + 2 + s) / a**(k + 3 + s)
               for k, ck in enumerate(c) if ck != 0 and k >= kmin)

def cutoff_integral(n, l, Z, eps):
    """quadrature of int_eps^inf R^2/r dr in the variable t = ln r"""
    c, a = density(n, l, Z)
    cm, am = [to_mp(ck) for ck in c[::-1]], to_mp(a)
    f = lambda t: mp.polyval(cm, mp.exp(t)) * mp.exp(-am * mp.exp(t))
    return mp.quad(f, mp.linspace(mp.log(eps), mp.log(mp.mpf(80) * n / Z), 20))

def subtracted(n, l, Z, eps):
    R0sq = to_mp(density(n, l, Z)[0][0])
    return cutoff_integral(n, l, Z, eps) + R0sq * (mp.euler + mp.log(Z * eps))

def P_formula(n, l, Z):
    if l > 0:
        return mp.mpf(2) * Z**3 / (n**3 * l * (l + 1) * (2 * l + 1))
    return mp.mpf(4) * Z**3 / n**3 * (mp.log(mp.mpf(n) / 2) - to_mp(H(n))
                                      + mp.mpf(1) / 2 + mp.mpf(1) / (2 * n))

def a_formula(n, l):
    if l > 0:
        return mp.mpf(1) / (l * (l + 1) * (2 * l + 1))
    Hn = mp.fsum(mp.mpf(1) / k for k in range(1, n + 1))
    return -2 * (mp.log(mp.mpf(2) / n) + Hn + 1 - mp.mpf(1) / (2 * n))

# eigenfunctions for real angular momentum lam (Z=1), E = -1/(2 nu^2)
for nr in range(3):
    nu = nr + lam + 1
    g = sp.assoc_laguerre(nr, 2 * lam + 1, x).subs(x, 2 * r / nu)
    s = (lam + 1) / r - 1 / nu
    upp = sp.diff(g, r, 2) + 2 * s * sp.diff(g, r) + (s**2 + sp.diff(s, r)) * g
    res = -upp / 2 + (lam * (lam + 1) / (2 * r**2) - 1 / r + 1 / (2 * nu**2)) * g
    assert sp.cancel(sp.together(res)) == 0

# exact moments: Hellmann-Feynman, force balance, <1/r^3>, S-state finite part
for Z in (1, 15):
    for n in range(1, 8):
        for l in range(n):
            m2 = moment(n, l, Z, -2)
            assert m2 * (l + Q(1, 2)) == Q(Z**2, n**3)
            if l > 0:
                m3 = moment(n, l, Z, -3)
                assert Z * m2 == l * (l + 1) * m3
                assert m3 * Q(n**3, 2 * Z**3) == Q(1, l * (l + 1) * (2 * l + 1))
        c, a = density(n, 0, Z)
        assert c[0] == Q(4 * Z**3, n**3) and Z * moment(n, 0, Z, -2) == c[0] / 2
        c1 = c[1] if len(c) > 1 else 0
        assert c1 - a * c[0] == -2 * Z * c[0]
        L = sp.assoc_laguerre(n - 1, 1, x).subs(x, a * r)
        assert sp.expand(Q(4 * Z**3, n**5) * L**2
                         - sum(ck * r**k for k, ck in enumerate(c))) == 0
        assert moment(n, 0, Z, -3, kmin=1) == c[0] * (-H(n) + Q(1, 2) + Q(1, 2 * n))

# Laguerre integrals with weight exp(-x)
gint = lambda e: sum(ck * sp.factorial(k) for k, ck in
                     enumerate(sp.Poly(sp.expand(e), x).all_coeffs()[::-1]))
for n in range(1, 11):
    L = sp.expand(sp.assoc_laguerre(n - 1, 1, x))
    assert sp.expand(L - sum(sp.laguerre(k, x) for k in range(n))) == 0
    assert sp.expand(L - sum((-1)**j * sp.binomial(n, j + 1) * x**j / sp.factorial(j)
                             for j in range(n))) == 0
    qq = sp.expand((L - n) / x)
    assert gint(L) == 1 and qq.subs(x, 0) == -Q(n * (n - 1), 2)
    assert gint(L * qq) == -Q(n * (n - 1), 2)
    assert gint((sp.laguerre(n, x) - 1) / x) == -H(n)
    assert gint(qq) == -n * (H(n) - 1)
    assert gint((L + n) * qq) == n**2 * (-H(n) + Q(1, 2) + Q(1, 2 * n))

# cut-off definition by quadrature; remainder at finite eps is 2 Z R(0)^2 eps
for Z in (1, 15):
    for n in (1, 2, 3, 5):
        val = subtracted(n, 0, Z, mp.mpf('1e-12') / Z)
        assert abs(val / P_formula(n, 0, Z) - 1) < 1e-10
        assert abs(val * n**3 / (2 * Z**3) - 3 - a_formula(n, 0)) < 1e-10
    eps = mp.mpf('1e-4') / Z
    rem = subtracted(2, 0, Z, eps) - P_formula(2, 0, Z)
    assert abs(rem / (2 * Z * (mp.mpf(4) * Z**3 / 8) * eps) - 1) < 1e-3

# Fourier transform of P(1/r^3) for Z=1 equals 4 pi (1 - ln q)
for qv in (mp.mpf('0.7'), mp.mpf(3)):
    eps = mp.mpf('1e-8')
    inner = mp.quad(lambda t: mp.sin(qv * mp.exp(t)) / (qv * mp.exp(t)),
                    mp.linspace(mp.log(eps), 0, 8))
    outer = mp.quadosc(lambda y: mp.sin(qv * y) / (qv * y * y), [1, mp.inf], omega=qv)
    assert abs(inner + outer + mp.euler + mp.log(eps) - (1 - mp.log(qv))) < 1e-9

# momentum-space evaluation with the density form factor, all l
for n, l, Z in ((1, 0, 1), (2, 0, 1), (3, 0, 1), (2, 1, 1), (3, 2, 1), (2, 0, 15)):
    c, a = density(n, l, Z)
    F = sum(ck * sp.factorial(k + 1) * sp.im(sp.expand((a + sp.I * q)**(k + 2)))
            / (q * (a**2 + q**2)**(k + 2)) for k, ck in enumerate(c) if ck != 0)
    num, den = sp.fraction(sp.cancel(sp.together(F)))
    nm = [to_mp(v) for v in sp.Poly(num, q).all_coeffs()]
    dn = [to_mp(v) for v in sp.Poly(den, q).all_coeffs()]
    Fq = lambda y: mp.polyval(nm, y) / mp.polyval(dn, y)
    assert abs(Fq(mp.mpf(0)) - 1) < 1e-15
    pts = [0, 0.2 * Z, 0.6 * Z, 2 * Z, 10 * Z, mp.inf]
    full = 2 / mp.pi * mp.quad(lambda y: y * y * (1 - mp.log(y / Z)) * Fq(y), pts)
    assert abs(full / P_formula(n, l, Z) - 1) < 1e-9
    logonly = 2 / mp.pi * mp.quad(lambda y: -y * y * mp.log(y / Z) * Fq(y), pts)
    assert abs((logonly - full) * n**3 / (2 * Z**3) - (-2 if l == 0 else 0)) < 1e-9

# large-n behaviour of the S-state coefficient
a_inf = -2 * (mp.log(2) + mp.euler + 1)
for n in (20, 60):
    rest = a_formula(n, 0) - a_inf - mp.mpf(1) / (6 * n * n)
    assert abs(rest * (-60 * n**4) - 1) < 2e-3

# worked example: hydrogen-like phosphorus
Z, A = 15, 31
a0 = sc.physical_constants['Bohr radius'][0] * 1e10
Eh = sc.physical_constants['Hartree energy in eV'][0]
M = A * sc.physical_constants['atomic mass constant'][0] / sc.m_e
K = sc.alpha**3 * Z**5 / (mp.pi * M) * Eh
print(f"Z = {Z}, nuclear mass (rough) = {A} u")
print(f"alpha = {sc.alpha:.9e}, Z alpha = {Z*sc.alpha:.5f}, (Z alpha)^2 = {(Z*sc.alpha)**2:.5f}")
print(f"a0 = {a0:.6f} A, a0/Z = {a0/Z:.6f} A, Hartree = {Eh:.5f} eV")
print(f"M/m = {M:.5g}, m/M = {1/M:.4e}")
print(f"(Z/a0)^3 = {(Z/a0)**3:.6g} A^-3")
print(f"K = alpha^3 Z^5 Eh/(pi M) = {float(K):.4e} eV")
print(f"gamma = {float(mp.euler):.6f}, ln 2 = {float(mp.log(2)):.6f}, ln Z = {float(mp.log(Z)):.6f}")
print(f"R(0)^2 of 2S = {float(density(2, 0, Z)[0][0])/a0**3:.6g} A^-3")
for ze in ('1e-2', '1e-3', '1e-4'):
    eps = mp.mpf(ze) / Z
    print(f"2S Z*eps/a0 = {ze}, eps = {float(eps)*a0:.4e} A: raw = "
          f"{float(cutoff_integral(2, 0, Z, eps))/a0**3:.6g} A^-3, subtracted = "
          f"{float(subtracted(2, 0, Z, eps))/a0**3:.6g} A^-3")
Ea, an = {}, {}
for name, n, l in (('1S', 1, 0), ('2S', 2, 0), ('3S', 3, 0),
                   ('2P', 2, 1), ('3P', 3, 1), ('3D', 3, 2)):
    Pv = subtracted(n, l, Z, mp.mpf('1e-12') / Z)
    scaled = Pv * n**3 / (2 * Z**3)
    an[name] = scaled - (3 if l == 0 else 0)
    assert abs(an[name] - a_formula(n, l)) < 1e-10
    Ea[name] = -mp.mpf(7) / 3 * K * an[name] / n**3
    print(f"{name}: <P> = {float(Pv)/a0**3:.6g} A^-3, n^3<P>/(2Z^3) = {float(scaled):.6f}")
    print(f"{name}: a_n quadrature = {float(an[name]):.6f}, formula = "
          f"{float(a_formula(n, l)):.6f}, E_a = {float(Ea[name]):.3e} eV")
assert abs(an['2S'] - an['1S'] - (2 * mp.log(2) - 1.5)) < 1e-10
eps = mp.mpf('1e-12') / Z
R0sq = to_mp(density(1, 0, Z)[0][0])
P_bohr = cutoff_integral(1, 0, Z, eps) + R0sq * (mp.euler + mp.log(eps))
assert abs(P_bohr / (-4 * Z**3 * mp.log(2 * Z)) - 1) < 1e-10
print(f"1S with ln(eps/a0) instead of ln(Z eps/a0): <P> = {float(P_bohr)/a0**3:.6g} A^-3")
print(f"H_1, H_2, H_3 = {H(1)}, {H(2)}, {H(3)}")
print(f"constant -1/9 - (7/3)(-3) = {-Q(1, 9) - Q(7, 3)*(-3)}")
print(f"part of E_a(1S) from the -3: 7K = {float(7*K):.3e} eV")
print(f"part of E_a(1S) from <P> = {float(Ea['1S'] - 7*K):.3e} eV")
print(f"a_2 - a_1 (S) = {float(an['2S'] - an['1S']):.6f}")
print(f"8 E_a(2S) - E_a(1S) = {float(8*Ea['2S'] - Ea['1S']):.3e} eV")
print(f"a_infinity (S) = {float(a_inf):.6f}")
print(f"a_10 (S) = {float(a_formula(10, 0)):.6f}, a_inf + 1/600 = {float(a_inf + mp.mpf(1)/600):.6f}")
print("all assertions hold")
```

Output:

```
Z = 15, nuclear mass (rough) = 31 u
alpha = 7.297352564e-03, Z alpha = 0.10946, (Z alpha)^2 = 0.01198
a0 = 0.529177 A, a0/Z = 0.035278 A, Hartree = 27.21139 eV
M/m = 56510, m/M = 1.7696e-05
(Z/a0)^3 = 22775.6 A^-3
K = alpha^3 Z^5 Eh/(pi M) = 4.5230e-05 eV
gamma = 0.577216, ln 2 = 0.693147, ln Z = 2.708050
R(0)^2 of 2S = 11387.8 A^-3
2S Z*eps/a0 = 1e-2, eps = 3.5278e-04 A: raw = 37555.5 A^-3, subtracted = -8314.1 A^-3
2S Z*eps/a0 = 1e-3, eps = 3.5278e-05 A: raw = 63572.9 A^-3, subtracted = -8518.1 A^-3
2S Z*eps/a0 = 1e-4, eps = 3.5278e-06 A: raw = 89773.8 A^-3, subtracted = -8538.58 A^-3
1S: <P> = -63147.5 A^-3, n^3<P>/(2Z^3) = -1.386294
1S: a_n quadrature = -4.386294, formula = -4.386294, E_a = 4.629e-04 eV
2S: <P> = -8540.86 A^-3, n^3<P>/(2Z^3) = -1.500000
2S: a_n quadrature = -4.500000, formula = -4.500000, E_a = 5.937e-05 eV
3S: <P> = -2568.42 A^-3, n^3<P>/(2Z^3) = -1.522403
3S: a_n quadrature = -4.522403, formula = -4.522403, E_a = 1.768e-05 eV
2P: <P> = 948.985 A^-3, n^3<P>/(2Z^3) = 0.166667
2P: a_n quadrature = 0.166667, formula = 0.166667, E_a = -2.199e-06 eV
3P: <P> = 281.181 A^-3, n^3<P>/(2Z^3) = 0.166667
3P: a_n quadrature = 0.166667, formula = 0.166667, E_a = -6.515e-07 eV
3D: <P> = 56.2361 A^-3, n^3<P>/(2Z^3) = 0.033333
3D: a_n quadrature = 0.033333, formula = 0.033333, E_a = -1.303e-07 eV
1S with ln(eps/a0) instead of ln(Z eps/a0): <P> = -309858 A^-3
H_1, H_2, H_3 = 1, 3/2, 11/6
constant -1/9 - (7/3)(-3) = 62/9
part of E_a(1S) from the -3: 7K = 3.166e-04 eV
part of E_a(1S) from <P> = 1.463e-04 eV
a_2 - a_1 (S) = -0.113706
8 E_a(2S) - E_a(1S) = 1.200e-05 eV
a_infinity (S) = -4.540726
a_10 (S) = -4.539061, a_inf + 1/600 = -4.539059
all assertions hold
```
